Aspect ratio of a trench during conformal film growth

**Question**

A long trench has vertical walls, a flat floor, width W = 200 nm and depth H = 1000 nm. A film of thickness t = 80 nm is deposited on its walls, on its floor and on the flat surface outside it, called the field. The film is perfectly conformal: its outer surface consists of the points in the open space whose shortest distance to the bare solid is t. The aspect ratio A is the depth from the film surface on the field to the film surface on the floor, divided by the gap between the coated parallel walls.

**(a) Derive A(t), and show that the aspect ratio rises from 5 to 25.**

*Model answer.* Inside the trench, below the original top plane, the nearest solid is a wall or the floor. A point therefore remains open if it is farther than t from both walls and from the floor. These three conditions leave a rectangular space with sharp lower corners.

Each wall surface has moved inward by t. There are two walls, so the gap is

w = W − 2t = 200 nm − 2 × 80 nm = 40 nm.

Measured from the bare floor, the film surface on the floor is at height t, and that on the field is at height H + t. The depth is the difference:

(H + t) − t = H = 1000 nm.

Hence

A(t) = H/(W − 2t), for 0 ≤ t < W/2.

Before deposition A(0) = 1000/200 = 5. After deposition A = 1000/40 = 25.

Dividing numerator and denominator by W gives

A(t) = A(0)/(1 − 2t/W).

Here 2t/W = 0.8, so the factor is 1/0.2 = 5. It does not contain H: a trench of the same width and another depth, provided it is deeper than the film thickness, would also have its aspect ratio multiplied by five.

**(b) Find the rate at which A rises with thickness, and discuss thin films and the approach to closure.**

*Model answer.* Write A = H w⁻¹ with w = W − 2t. Since dw/dt = −2, the chain rule gives

dA/dt = (−H w⁻²)(−2) = 2H/(W − 2t)².

The two minus signs cancel: the gap shrinks, so the ratio grows. At the start and at 80 nm,

dA/dt = 2 × 1000/200² = 0.050 per nm,

dA/dt = 2 × 1000/40² = 1.25 per nm.

The gap has become five times smaller and enters squared, so the rate has become 25 times larger. The course of the deposition is

t = 20 nm: A = 6.25
t = 40 nm: A = 8.33
t = 60 nm: A = 12.5
t = 80 nm: A = 25
t = 90 nm: A = 50

The first 60 nm add 7.5 to the aspect ratio, and the next 20 nm add 12.5.

For a thin film, 2t/W ≪ 1, the expansion 1/(1 − x) ≈ 1 + x gives

A(t) ≈ A(0)(1 + 2t/W),

which is a linear rise. In the opposite limit the gap tends to zero and A diverges at t = W/2 = 100 nm, where the vertical walls meet. Beyond that thickness there is no gap to which the definition could apply.

To find the thickness for a chosen A, invert the formula:

1 − 2t/W = A(0)/A, so t = (W/2)[1 − A(0)/A].

For A = 12.5 this gives t = 100 nm × (1 − 0.4) = 60 nm, in agreement with the list.

**(c) How does the answer depend on the film outside the trench and on the shape of the mouth?**

*Model answer.* Suppose first that the field receives no film, while walls and floor are coated as before and the wall film ends level with the field. The floor still rises by t, but the upper reference plane does not. The depth becomes H − t = 920 nm, and the ratio is 920/40 = 23. The value 25 therefore requires growth on the field.

Now restore the film on the field. Let y be the height above the original top plane, and x the horizontal distance from the centre of the trench. For 0 ≤ y ≤ t, the solid nearest to a point in the opening is a top corner, at x = W/2, y = 0. The film surface around it satisfies

(W/2 − x)² + y² = t².

On the side towards the centre, x = W/2 − √(t² − y²). The full opening is twice this:

2x = W − 2√(t² − y²).

It is 40 nm wide at y = 0 and 200 nm wide at y = t. At y = 40 nm,

2x = 200 − 2√(80² − 40²) = 61.4 nm.

The mouth is thus rounded over its upper 80 nm. The parallel-sided part below it is 920 nm deep and has ratio 920/40 = 23. The stated definition gives 25 because it includes the rounded mouth in the depth. Which number is useful depends on whether the mouth belongs to the region of interest.

**(d) The walls now lean inward towards the floor by an angle θ from the vertical, with the top width held at W. Find the width of the coated floor.**

*Model answer.* At height h above the bare floor, each bare wall has moved inward by (H − h)tan θ from its position at the top. The film has thickness t normal to the wall. A horizontal line makes an angle θ with that normal, so it crosses the film over a length t/cos θ. The coated floor lies at h = t. Subtracting both contributions for both walls gives

w_floor = W − 2(H − t)tan θ − 2t/cos θ.

For θ = 0 this returns W − 2t. For the present trench,

θ = 0.5°: w_floor = 200 − 16.06 − 160.01 ≈ 23.9 nm,

θ = 1.0°: w_floor = 200 − 32.12 − 160.02 ≈ 7.9 nm.

While the coated floor has a positive width, the depth is still 1000 nm. Depth divided by floor width is then about 42 and 127, instead of 25. This ratio uses the narrow end of a wedge, so it does not describe the whole opening.

The floor vanishes when w_floor = 0. For small angles, tan θ ≈ θ and cos θ ≈ 1, so

θ ≈ (W − 2t)/[2(H − t)] = 40/1840 = 0.0217 rad ≈ 1.25°.

The full equation gives 1.24°. At 1.0° the taper takes 32 nm from the width at the level of the coated floor. That is modest beside the bare width of 200 nm, but the film leaves a gap of only 40 nm from which to take it.

**(e) Take a gas at 0.5 Torr and 900 K with molecular diameter d = 0.5 nm. Show that molecules in the trench collide far more often with the walls than with one another, and set up the flux balance for a sticking probability s.**

*Model answer.* Two equal molecules collide when their centres come within d, so the collision area is πd². For independent Maxwell velocities, each component of the relative velocity has twice the variance of a single molecule's component. The mean relative speed is therefore √2 times the mean speed v. With number density n = p/(kT), the collision rate is √2 πd²nv. Dividing v by this rate gives the mean free path:

λ = 1/(√2 πd²n) = kT/(√2 πd²p) = 1.68 × 10⁵ nm.

This is about 840 times the bare trench width. Collisions with the walls dominate, and the flow is molecular.

Assume that arriving molecules stick with constant probability s and otherwise leave by the cosine law. The gas above the mouth is isotropic, and the film grows slowly compared with the flights. Let θ now be the angle from the surface normal in the cross-section. Integrating the cosine law over directions along the trench leaves a weight proportional to cos θ. Normalised from −π/2 to π/2, it is

½ cos θ dθ = ½ d(sin θ).

A cosine emitter looks equally bright from every direction, so the same weight gives the share of a receiver's view occupied by each source.

Measure depth z downward from the mouth, and approximate the slot as straight over its full depth H. A wall point at z sees the opposite wall at z′ with sin θ = (z′ − z)/√[w² + (z′ − z)²]. Differentiation with respect to z′ gives the wall-to-wall share per unit depth:

K(z,z′) = w²/{2[w² + (z′ − z)²]^(3/2)}.

The mouth and the floor fill the remaining angles up to sin θ = 1 in size:

M(z) = ½[1 − z/√(w² + z²)],

B(z) = ½[1 − (H − z)/√(w² + (H − z)²)].

Let f(z) be the flux arriving at the wall and g the mean flux arriving at the floor, both divided by the field flux. Only the fraction 1 − s of what arrives at a surface is sent out again, so

f(z) = M(z) + (1 − s)[∫₀ᴴ K(z,z′)f(z′)dz′ + B(z)g].

For the floor, average the view over its width. A floor point at distance x from one wall sees the part of the mouth on that side with share ½x/√(x² + H²). The average of this over 0 < x < w is [√(w² + H²) − H]/(2w), and the two sides together give twice that.

The same point sees a wall element at height h = H − z with share ½xh/(x² + h²)^(3/2) per unit height. Its average over x is

(1/2w)[1 − h/√(w² + h²)] = B(z)/w.

With two walls, and re-emission from the floor treated as uniform,

g = [√(w² + H²) − H]/w + (1 − s)(2/w)∫₀ᴴ B(z)f(z)dz.

If s = 0, then f = g = 1 solves both equations: the shares of each view add to one, and a surface that absorbs nothing casts no shadow in an isotropic gas.

**(f) Estimate how far sticking changes the final aspect ratio for s = 0.0001 and s = 0.001.**

*Model answer.* The growth rate is proportional to s times the arriving flux. With the same s everywhere, the local rate relative to the field is f or g. Solving the balance with each wall divided into 200 strips gives the floor rate relative to the field:

s = 0.0001: 0.998 in the bare trench, 0.981 at w = 40 nm,

s = 0.001: 0.984 in the bare trench, 0.834 at w = 40 nm.

At fixed s and depth, narrowing the gap lowers the supply to the floor. The rounded mouth, neglected in the straight slot, admits more gas and would raise the values for the coated trench somewhat. As a separate check at s = 0.01 and w = 40 nm, the balance gives 0.307, and a simulation of random molecular flights gives 0.308, with a statistical error of about one per cent.

While the field film grows by dt, the bottom of the wall grows by f dt. Its missing thickness is therefore

δ = ∫ (1 − f)dt, from t = 0 to 80 nm,

with f taken at the bottom of the wall. Replacing f by g gives the missing floor thickness δ_floor. To first order, the fluxes are calculated for the ideal gap W − 2t, without the effect of the missing film on later growth. Each wall leaves an extra space δ, and the lower floor surface adds δ_floor to the depth:

A_bottom = (H + δ_floor)/(W − 2t + 2δ).

For s = 0.0001, δ ≈ δ_floor ≈ 0.4 nm. The bottom gap is 40.8 nm and A_bottom ≈ 24.5. For s = 0.001, δ ≈ 3.9 nm and δ_floor ≈ 3.8 nm, so

A_bottom ≈ 1003.8/47.8 ≈ 21.

These are first-order values for a straight slot. Including the rounded mouth and the effect of the missing film on later growth reduces δ and δ_floor at s = 0.001 by about 10 %, to about 3.5 nm and 3.4 nm, and gives A_bottom ≈ 21.3. The film is thicker near the mouth than at the bottom, so A_bottom uses the wide end of the opening. With the narrowest gap, about 42 nm near the top, the ratio at s = 0.001 is about 24.

**(g) Relate the model to a real deposition process.**

*Model answer.* The pressure and temperature are rough values for low-pressure thermal chemical vapour deposition. The molecular diameter is a round value, and the two sticking probabilities represent weakly sticking species. Sticking depends strongly on the precursor and the surface; at s = 0.01 and an assumed gap of 40 nm, the straight-slot balance gives the floor only about 0.31 of the field flux, so growth could not stay conformal down to that gap. Etched walls also need not be vertical. Which departure matters more depends on the taper and on the sticking probability: half a degree changes 25 to about 42 when the floor width is used, whereas sticking at s = 0.001 lowers it to about 21 when the gap at the bottom is used, and stronger sticking lowers it further. These are separate estimates, and the sticking calculation assumes vertical walls. The value 25 is thus a geometric result for vertical walls and uniform thickness. The numerical output lists the main results quoted in these answers; the intermediate values follow from the formulas given.

Computed results

```
trench width W = 200 nm, depth H = 1000 nm
film thickness t = 80 nm
aspect ratio before coating = 5.00
measured depth after coating = 1000.00 nm
measured width after coating = 40.00 nm
measured aspect ratio after coating = 25.00
thickness at which walls meet = 100 nm
t = 20 nm: measured aspect ratio = 6.25
t = 40 nm: measured aspect ratio = 8.33
t = 60 nm: measured aspect ratio = 12.50
t = 80 nm: measured aspect ratio = 25.00
t = 90 nm: measured aspect ratio = 50.00
slope dA/dt at t = 0: 0.050 per nm
slope dA/dt at t = 80 nm: 1.250 per nm
parallel-sided depth = 920 nm
aspect ratio of parallel-sided part = 23.00
opening 40 nm above old top plane = 61.44 nm
taper 0.5 deg: coated floor width = 23.94 nm, depth/floor width = 41.8
taper 1.0 deg: coated floor width = 7.86 nm, depth/floor width = 127.3
taper at which coated floor vanishes = 1.24 deg
pressure = 0.5 Torr, temperature = 900 K, molecular diameter = 0.5 nm
mean free path = 1.68e+05 nm
mean free path / bare trench width = 839
sticking probability s = 0.0001:
  floor flux / field flux, bare trench = 0.9984
  floor flux / field flux, coated trench = 0.9808
  thickness shortfall, bottom of wall = 0.41 nm
  thickness shortfall, floor = 0.40 nm
  gap at bottom = 40.83 nm
  depth / gap at bottom = 24.50
sticking probability s = 0.0010:
  floor flux / field flux, bare trench = 0.9844
  floor flux / field flux, coated trench = 0.8337
  thickness shortfall, bottom of wall = 3.90 nm
  thickness shortfall, floor = 3.75 nm
  gap at bottom = 47.79 nm
  depth / gap at bottom = 21.00
check at s = 0.01, coated trench, floor/field flux:
  flux balance = 0.307, simulation = 0.308
```
